# Soffer's specularity for a rough metal surface, and where it holds, part 2

An electron in a free-electron metal filling \(z>\zeta\) meets a rough hard wall, where \(\psi=0\). Its wavenumber is \(k=2\pi/\lambda_F\), with \(\lambda_F\) the Fermi wavelength. It arrives at the angle \(\theta\) from the surface normal, with \(k_z=k\cos\theta\) and \(k_x=k\sin\theta\). The heights are Gaussian with zero mean, root-mean-square value \(h\) and correlation length \(\ell\). The specularity \(p\) is the fraction of the incident flux that leaves in the mirror beam; the rest is diffuse.

The local-phase approximation lets each point reflect as a flat wall at its own height, \(R=-e^{-2ik_z\zeta}\). It gives the Soffer specularity

\[
p=\left|\langle R\rangle\right|^2=e^{-4k_z^2h^2}.
\]

This does not contain \(\ell\). The question is whether it survives \(\ell\to0\), literally uncorrelated roughness. The questioner had also expected a grazing electron to catch on every bump, whereas the Soffer \(p\) tends to one there.

To test the approximation for weak roughness, let the height vary along \(x\) alone, with a long period \(L\):

\[
\zeta(x)=\sum_g\zeta_g e^{igx},\qquad
\zeta_{-g}=\zeta_g^*,\qquad
W(g)=\langle|\zeta_g|^2\rangle,\qquad \sum_gW(g)=h^2 .
\]

Here \(g\) runs over multiples of \(2\pi/L\). The wave function, used right down to the surface, is

\[
\psi=e^{ik_xx-ik_zz}+\sum_gR_g\,e^{i(k_x+g)x+iq_gz},
\qquad q_g=\sqrt{k^2-(k_x+g)^2}.
\]

The mirror beam is \(g=0\). For \(|k_x+g|<k\), \(q_g\) is real and positive; otherwise it is positive imaginary, and the wave is evanescent and carries no flux away.

The example has \(\lambda_F=0.5\) nm and \(h=0.05\) nm. Then \(p=e^{-A\cos^2\theta}\) with \(A=1.579\), so the exponent at \(60^\circ\) is \(0.395\). The closing table also lists earlier results: \(p\) averaged over the flux of an isotropic distribution, \(p\) for equal terraces at \(\pm h\), and the mean specular intensity \(\langle|R_0|^2\rangle=p+(1-p)/N\) for \(N=20\) patches of independent height.

Q: Now impose the wall.

A: Set \(\psi=0\) at \(z=\zeta(x)\) and divide by \(e^{ik_xx}\):

\[
e^{-ik_z\zeta}+\sum_gR_g\,e^{igx}e^{iq_g\zeta}=0 .
\]

Expand in powers of the height, with \(R_g=R_g^{(0)}+R_g^{(1)}+R_g^{(2)}+\dots\). At order zero, \(1+\sum_gR^{(0)}_ge^{igx}=0\), so \(R_0^{(0)}=-1\) and all other terms vanish. At order one, the incoming wave gives \(-ik_z\zeta\), and the flat-wall reflection gives \((-1)(ik_z\zeta)\). Hence

\[
-2ik_z\zeta+\sum_gR^{(1)}_ge^{igx}=0
\quad\Longrightarrow\quad R_g^{(1)}=2ik_z\zeta_g .
\]

This agrees with the first-order part of \(-e^{-2ik_z\zeta}\), so up to this point nothing distinguishes the two treatments.

Q: So the difference must come at second order.

A: Yes. The incoming wave contributes \(-k_z^2\zeta^2/2\), and the flat-wall reflection contributes \((-1)(-k_z^2\zeta^2/2)\). They cancel. What remains is

\[
\sum_g iq_gR_g^{(1)}\zeta\,e^{igx}+\sum_gR_g^{(2)}e^{igx}=0 .
\]

Average this over \(x\). The average of \(\zeta e^{igx}\) is \(\zeta_{-g}\), and of the second sum the term \(g=0\) is left. With \(\zeta_g\zeta_{-g}=|\zeta_g|^2\),

\[
R_0^{(2)}=-i\sum_gq_g\,(2ik_z\zeta_g)\,\zeta_{-g}
=2k_z\sum_gq_g|\zeta_g|^2 .
\]

The first-order term has zero statistical average, so \(\langle R_0\rangle=-1+2k_z\sum_gq_gW(g)\). In the squared modulus, the imaginary part of the sum enters at fourth order in the height. To second order,

\[
1-p=4k_z\sum_gW(g)\,{\rm Re}\,q_g .
\]

Q: A second-order amplitude is easy to get wrong. Is there a check?

A: Flux conservation gives one. The flux in the wave \(g\), relative to the incident flux, is \(|R_g|^2\,{\rm Re}\,q_g/k_z\). Inserting \(R_g^{(1)}=2ik_z\zeta_g\) and summing gives \(4k_z\sum_gW(g)\,{\rm Re}\,q_g\) on average. What the mirror beam loses is what the first-order waves carry away.

Q: Where is the Soffer formula in this?

A: If the surface varies slowly, \(W(g)\) is concentrated near \(g=0\), where \(q_g\simeq k_z\). Then

\[
1-p\simeq4k_z^2\sum_gW(g)=4k_z^2h^2,
\]

which is the first term in the expansion of \(1-e^{-4k_z^2h^2}\). The local-phase approximation amounts to giving every scattered wave the same normal wavenumber as the mirror beam. Flux conservation shows the same thing. Since \(|R(\mathbf r)|=1\), the local-phase amplitudes satisfy \(\sum_g|R_g|^2=1\), whereas the wave equation requires \(\sum_g|R_g|^2\,{\rm Re}\,q_g/k_z=1\). The two conditions agree when \(q_g\simeq k_z\) for all waves that matter.

Q: "Slowly" is not a condition. How slowly?

A: Take the correlation \(h^2e^{-x^2/\ell^2}\). Its Fourier transform is again Gaussian, so for a long period the sum over \(g\) becomes an integral with

\[
W(g)\;\to\;h^2\,w(g)\,dg,\qquad
w(g)=\frac{\ell}{2\sqrt\pi}\,e^{-g^2\ell^2/4},
\]

with \(\int w\,dg=1\) and mean square \(\langle g^2\rangle=2/\ell^2\). Now write \(q_g=k_z\sqrt{1-\varepsilon}\) with \(\varepsilon=(2k_xg+g^2)/k_z^2\), and use \(\sqrt{1-\varepsilon}\simeq1-\varepsilon/2-\varepsilon^2/8\). The term linear in \(g\) averages to zero. Keeping terms quadratic in \(g\),

\[
\frac{\langle q_g\rangle}{k_z}\simeq1-\frac{\langle g^2\rangle}{2k_z^2}
-\frac{k_x^2\langle g^2\rangle}{2k_z^4}
=1-\frac{k^2\langle g^2\rangle}{2k_z^4}
=1-\frac{1}{(k\ell\cos^2\theta)^2}.
\]

The second equality uses \(k_z^2+k_x^2=k^2\). So the loss \(1-p\) of weak roughness is reduced by the relative amount \(1/(k\ell\cos^2\theta)^2\), and the condition is \(k\ell\cos^2\theta\gg1\). At \(45^\circ\) with \(\ell=6\) nm, the formula gives a relative correction of \(-7.04\times10^{-4}\), and the full integral gives \(-7.06\times10^{-4}\). This coefficient belongs to ridges that vary along \(x\) alone. If the height varies isotropically in both directions, the second component of \(\mathbf g\) adds \(-1/(k_z\ell)^2\), the correction becomes \(-(1+\cos^2\theta)/(k\ell\cos^2\theta)^2\), and the condition stays the same.

Q: Now my limit, \(\ell\to0\).

A: At normal incidence the second-order loss, divided by the local-phase value \(4k^2h^2\), is

\[
\frac{1}{k}\int_{-k}^{k}w(g)\sqrt{k^2-g^2}\,dg .
\]

For \(k\ell\ll1\), \(w\) is nearly constant over this range and equal to \(\ell/(2\sqrt\pi)\). The remaining integral is the area of a half disc, \(\pi k^2/2\), so the ratio becomes

\[
\frac1k\cdot\frac{\ell}{2\sqrt\pi}\cdot\frac{\pi k^2}{2}=\frac{\sqrt\pi}{4}\,k\ell .
\]

It vanishes with \(\ell\). Most of the roughness then lies at lateral scales so fine that the scattered waves are evanescent and carry nothing away. The computed ratios are \(0.219\), \(0.0223\) and \(0.0022\) for \(\ell=0.04\), \(0.004\) and \(0.0004\) nm. These are again for ridges. For isotropic roughness in two directions the density is \(\ell^2/(4\pi)\), the half disc becomes a half ball of volume \(2\pi k^3/3\), and the ratio is \((k\ell)^2/6\), which vanishes faster. A hard wall with weak, literally uncorrelated roughness looks smooth to the electron. In this limit \(h\) must shrink as well, so that the slope, of order \(h/\ell\), stays small.

Q: Your second-order formula could share an error with the expansion behind it. Has the wall condition been solved without expanding in \(h\)?

A: Yes, numerically, for random periodic surfaces. The unknown amplitudes \(R_g\), evanescent waves included, follow from a linear system that imposes \(\psi=0\) at grid points on the wall. With \(\ell=0.04\) nm, \(h=0.002\) nm and normal incidence, the loss \(1-p\) is:

- wave equation: \(5.53\times10^{-4}\);
- second-order formula: \(5.55\times10^{-4}\);
- Soffer formula: \(2.52\times10^{-3}\).

The Soffer loss is too large by a factor of 4.6. The calculation still describes the wave by outgoing and evanescent terms down to the wall, so it shares that assumption with the analysis.

Q: And in the regime where the formula should work, with roughness that is not weak?

A: Return to \(h=0.05\) nm and take \(\ell=1.5\) nm. Then \(k\ell=18.85\), and the root-mean-square slope is \(\sqrt2\,h/\ell=0.047\). The results are:

| \(\theta\) | wave equation | Soffer |
|---|---|---|
| 0° | 0.207 | 0.206 |
| 30° | 0.308 | 0.306 |
| 60° | 0.689 | 0.674 |

To reduce the sampling noise, the difference between the wave amplitude and the local-phase amplitude was averaged over the surfaces and added to the known mean of the latter. The estimated sampling error of \(p\) is at most \(0.0004\). The flux balance of each surface closes to about \(10^{-12}\) of the incident flux, a necessary check on the solution.

Q: At \(60^\circ\) the difference is far larger than the sampling error. So the formula is wrong there.

A: It is approximate there, and the difference of \(0.016\) in \(p\) is real within this model. The weak-roughness correction has the right sign and size. At \(60^\circ\), \(k\ell\cos^2\theta=18.85\times0.25=4.71\), and the loss should fall by a fraction \(1/4.71^2=0.045\). As a guess, which I have not derived, apply this reduction to the whole exponent. It changes from \(0.395\) to \(0.377\), and \(p\) becomes \(0.686\). That accounts for most of the difference. The fraction \(0.045\) is only the leading term in \(1/(k\ell\cos^2\theta)\). The full second-order integral over \(w(g)\) gives \(0.057\), and with it the exponent becomes \(0.372\) and \(p\) becomes \(0.689\), the wave-equation value. The agreement supports the guess in this case, but it does not derive it.

Q: The factor \(\cos^2\theta\) in your condition looks fatal at grazing incidence.

A: It is. However large \(k\ell\) may be, there is a range of angles near \(90^\circ\) where \(k\ell\cos^2\theta\) is not large. For \(k\ell=18.85\) the product falls to one at \(\cos\theta=1/\sqrt{18.85}=0.23\), which is \(\theta\simeq77^\circ\). Beyond this the second-order loss behaves differently. As \(k_z\to0\), the average \(\langle{\rm Re}\,q_g\rangle\) tends to a finite value, because roughness can turn a grazing wave into one that leaves more steeply. Therefore

\[
1-p=4k_zh^2\langle{\rm Re}\,q_g\rangle\;\propto\;\cos\theta ,
\]

while the Soffer loss is proportional to \(\cos^2\theta\). The computed power of \(\cos\theta\) in the second-order loss close to grazing is \(1.00\).

Q: So a grazing electron does catch on the bumps, as I said at the start.

A: More than the Soffer formula allows, yes. At \(85^\circ\), with \(h=0.02\) nm and \(\ell=1.5\) nm, the wave equation gives \(1-p=3.65\times10^{-3}\), the second-order formula, summed over the waves of the same period, \(3.66\times10^{-3}\) (\(3.62\times10^{-3}\) for an infinite period), and the Soffer formula \(1.92\times10^{-3}\). The true loss in this model is larger by a factor of 1.9, since \(\langle{\rm Re}\,q_g\rangle\), in which the evanescent waves count as zero, is that much larger than \(k_z\). The specularity still tends to one at grazing incidence, but more slowly. Note the change of sign: at moderate angles the Soffer formula overstates the loss, and here it understates it.

Q: Suppose that I stay at safe angles. May I put \(p\) into a film calculation and let the fraction \(1-p\) forget its direction?

A: That is a further assumption, and it pulls against the first. Consider how far the reflected wave spreads in lateral wavevector. In the local-phase approximation, Parseval's theorem gives

\[
\sum_gg^2\langle|R_g|^2\rangle=\left\langle\left|\frac{dR}{dx}\right|^2\right\rangle
=4k_z^2\left\langle\left(\frac{d\zeta}{dx}\right)^2\right\rangle ,
\]

because \(dR/dx=-2ik_z(d\zeta/dx)R\) and \(|R|=1\). At \(60^\circ\) the root-mean-square value of \(g\) is thus \(2\times0.5k\times0.047=0.047k\). The mirror beam has \(g=0\) and adds nothing to the sum, so for the diffuse part alone I divide by \(\sqrt{1-p}=\sqrt{0.326}=0.571\) and obtain \(0.08k\). The incoming lateral wavevector is \(k\sin60^\circ=0.87k\). A diffusely scattered electron here keeps most of its motion along the film.

Q: Then counting all of \(1-p\) as lost current would exaggerate the surface resistance.

A: For this surface, yes. The coherent probability \(p\) is well approximated when \(k\ell\cos^2\theta\) is large and slopes are small. Complete loss of direction needs scattering through large angles, which such a surface does not provide in one collision. Using the Soffer \(p\) together with fully randomised diffuse scattering is therefore a model of the surface, with \(h\) as its parameter. It does not follow from the wave equation for a gently rough wall.

Q: If someone fits \(h\) to the resistance of a film in this way, what have they measured?

A: An effective height within that model. If the real roughness is gentle, the model assigns too much momentum loss to each diffuse collision, and the fit compensates with too small an \(h\). If the roughness is weak and very fine, with \(k\ell\ll1\), the formula exaggerates the diffuse fraction itself, except near grazing incidence, where \(\cos\theta\) falls below about \(\sqrt\pi\,k\ell/4\) for ridges (beyond about \(78^\circ\) for \(k\ell=0.5\)) or about \((k\ell)^2/6\) for isotropic roughness, and the fitted \(h\) is again too small. Both statements assume that electrons very close to grazing incidence do not dominate the current. For them the formula understates the diffuse fraction, and close enough to grazing incidence the true momentum loss can exceed that of the model as well. Comparing it with a height profile of the surface requires \(\ell\) as well as \(h\). The values behind both halves are in the numerical output below.

## Table of computed values

```
Fermi wavelength = 0.500 nm
rms height h = 0.050 nm
Fermi wavenumber k = 12.5664 1/nm
exponent A at normal incidence = 1.5791 (no unit)
p at 0 deg = 0.2062 (no unit)
p at 30 deg = 0.3059 (no unit)
p at 45 deg = 0.4540 (no unit)
p at 60 deg = 0.6738 (no unit)
p at 75 deg = 0.8996 (no unit)
p at 85 deg = 0.9881 (no unit)
flux-averaged p = 0.5027 (no unit)
p at 0 deg for two heights +h, -h = 0.0955 (no unit)
number of independent patches = 20
mean specular intensity, sampled = 0.2464 (no unit)
mean specular intensity, formula = 0.2458 (no unit)
wave test: correlation length = 1.50 nm
wave test: k times correlation length = 18.85 (no unit)
wave test: rms slope = 0.0471 (no unit)
wave equation p at 0 deg = 0.2071, sampling error 0.0000 (no unit)
wave equation p at 30 deg = 0.3078, sampling error 0.0001 (no unit)
wave equation p at 60 deg = 0.6894, sampling error 0.0004 (no unit)
largest relative flux error = 1.4e-12 (no unit)
short correlation: angle = 0 deg, h = 0.002 nm
short correlation: correlation length = 0.04 nm
short correlation: 1-p, wave equation = 5.526e-04 (no unit)
short correlation: 1-p, second order = 5.552e-04 (no unit)
short correlation: 1-p, Soffer = 2.523e-03 (no unit)
near grazing: angle = 85 deg, h = 0.020 nm
near grazing: correlation length = 1.50 nm
near grazing: 1-p, wave equation = 3.651e-03 (no unit)
near grazing: 1-p, second order = 3.661e-03 (no unit)
near grazing: 1-p, Soffer = 1.917e-03 (no unit)
45 deg, length 6.0 nm: correction to loss ratio = -7.059e-04 (no unit)
same correction, leading formula = -7.036e-04 (no unit)
0 deg, length 0.0400 nm: loss ratio = 0.21927 (no unit)
0 deg, length 0.0040 nm: loss ratio = 0.02227 (no unit)
0 deg, length 0.0004 nm: loss ratio = 0.00223 (no unit)
power of cos(theta) in the grazing loss = 1.0000 (no unit)
```
